# Early three-halves law in Ham's model of diffusion-limited precipitation

## Result

A supersaturated solute precipitates on \(N\) spherical particles per unit volume. All particles are present at \(t=0\), with negligible size. While little of the available solute has precipitated,

\[
W(t)\simeq\left(\frac{2DR_f t}{r_s^3}\right)^{3/2}
=\frac{4\pi N}{3}\,\Omega^{1/2}(2Dt)^{3/2},\qquad W\ll1. \tag{1}
\]

Here \(W\) is the precipitated fraction of the solute that can precipitate, \(D\) is the diffusion coefficient, and

\[
\Omega=\frac{c_0-c_s}{c_p-c_s},\qquad \frac{4\pi}{3}r_s^3N=1,\qquad R_f=r_s\Omega^{1/3}. \tag{2}
\]

The concentrations are \(c_0\) (initial, uniform), \(c_s\) (solubility) and \(c_p\) (inside the precipitate). The radius \(r_s\) is that of the cell belonging to one particle, and \(R_f\) is the final particle radius.

For a nucleus of finite radius \(R_0\), the law also has a lower limit in time. Equation (1) holds in the window

\[
\frac{R_0^2}{2\Omega D}\ll t,\qquad W\ll 1. \tag{3}
\]

Before this window the increase of \(W\) is nearly linear in time, provided that \(t\gg R_0^2/D\), so that the initial diffusion transient has faded. After it, depletion of the matrix slows the growth. For particles of negligible starting size, equation (11) gives the time at which any chosen \(W<1\) is reached. For a finite nucleus, subtract the time that (11) assigns to the radius \(R_0\).

## Assumptions and solute balance

Each particle sits at the centre of a closed sphere of radius \(r_s\), so competition between unequal neighbours is left out. The coefficient \(D\) is constant. Atoms attach fast enough to hold the matrix at \(c_s\) next to the particle. Capillarity, electric fields and strain are neglected, and the precipitate takes the volume of the matrix it replaces. The precipitate is much richer in solute than the matrix, so \(\Omega\ll1\).

Let \(R(t)\) be the particle radius, \(v=(R/r_s)^3\) its share of the cell volume, and \(\bar c\) the mean concentration in the remaining matrix. Conservation of solute reads

\[
c_pv+\bar c(1-v)=c_0 .
\]

Subtracting \(c_s=c_sv+c_s(1-v)\) gives

\[
(c_p-c_s)v+(\bar c-c_s)(1-v)=c_0-c_s. \tag{4}
\]

Precipitation ends when \(\bar c=c_s\), and (4) then gives \(v=\Omega\). This is the final radius in (2). The precipitated fraction is therefore

\[
W=\frac{v}{\Omega}=\frac{R^3}{R_f^3}.
\]

Since \((c_p-c_s)\Omega W=(c_0-c_s)W\), equation (4) becomes

\[
(\bar c-c_s)(1-v)=(c_0-c_s)(1-W). \tag{5}
\]

Because \(v\le\Omega\ll1\), the factor \(1-v\) is replaced by 1 below.

The fraction of *all* solute that sits in precipitates is \(c_pv/c_0=(c_p\Omega/c_0)W\). It differs from \(W\) by a constant factor and has the same power of time.

## Growth rate of one particle

The radius changes appreciably over a time of order \(R^2/(\Omega D)\), while the nearby solute adjusts in a time of order \(R^2/D\), which is much shorter because \(\Omega\ll1\). The concentration near it then satisfies the steady equation \((r^2c')'=0\), with solution \(c=A+B/r\). The conditions \(c(R)=c_s\) and \(c\to\bar c\) far from the particle give

\[
c(r)=\bar c-(\bar c-c_s)\frac{R}{r}.
\]

The gradient at the surface is \((\bar c-c_s)/R\), so the inward current is

\[
J=4\pi R^2D\,\frac{\bar c-c_s}{R}=4\pi DR(\bar c-c_s). \tag{6}
\]

When the surface advances by \(dR\), a shell of volume \(4\pi R^2dR\) changes its concentration from \(c_s\) to \(c_p\). The current must supply the difference:

\[
(c_p-c_s)\,4\pi R^2\frac{dR}{dt}=4\pi DR(\bar c-c_s).
\]

Dividing by \(4\pi R(c_p-c_s)\), using (5), and noting that \(d(R^2)/dt=2R\,dR/dt\), we find

\[
\frac{d(R^2)}{dt}=2\Omega D(1-W). \tag{7}
\]

While \(W\ll1\) and \(R_0\) is negligible, \(R^2=2\Omega Dt\). The particle volume grows as \(R^3\propto t^{3/2}\), and the number of particles is fixed. This is the origin of the exponent. To obtain the prefactor, use \(R_f^3=\Omega r_s^3\):

\[
W=\frac{(2\Omega Dt)^{3/2}}{\Omega r_s^3}
=\frac{\Omega^{1/2}(2Dt)^{3/2}}{r_s^3}
=\frac{4\pi N}{3}\Omega^{1/2}(2Dt)^{3/2}.
\]

The first form in (1) follows because \(R_f/r_s^3=\Omega^{1/3}/r_s^2\), whose power \(3/2\) is \(\Omega^{1/2}/r_s^3\). The volume fraction of precipitate is \(\Omega W\) and carries \(\Omega^{3/2}\). The two quantities should not be interchanged in code.

## Ham's equation and its solution

Differentiating \(W=R^3/R_f^3\) and inserting \(R\,dR/dt=\Omega D(1-W)\) gives

\[
\frac{dW}{dt}=\frac{3R}{R_f^3}\,\Omega D(1-W)
=\frac{3DR}{r_s^3}(1-W).
\]

With \(R=R_fW^{1/3}\) this is

\[
\frac{dW}{dt}=kW^{1/3}(1-W),\qquad k=\frac{3DR_f}{r_s^3}. \tag{8}
\]

At \(W(0)=0\) this equation also allows \(W=0\) for all time, because \(W^{1/3}\) has infinite slope at the origin. A numerical integrator started at zero will stay there. Any positive starting size leads to growth, and the solution wanted here is the limit of such solutions as \(R_0\to0\).

Set \(u=W^{1/3}=R/R_f\). Then \(dW=3u^2du\), and (8) becomes

\[
k\,dt=\frac{3u\,du}{1-u^3}. \tag{9}
\]

The integrand splits into partial fractions:

\[
\frac{3s}{1-s^3}=\frac1{1-s}+\frac{s-1}{1+s+s^2}. \tag{10}
\]

Over the common denominator, the numerator is \((1+s+s^2)+(s-1)(1-s)=3s\), as required. In the second term write \(s-1=\tfrac12(2s+1)-\tfrac32\). The first part integrates to \(\tfrac12\ln(1+s+s^2)\). The second uses

\[
\int\frac{ds}{1+s+s^2}=\frac{2}{\sqrt3}\arctan\frac{2s+1}{\sqrt3}.
\]

At \(s=0\) the arctangent is \(\pi/6\). Integration from 0 to \(u\) therefore gives

\[
kt=-\ln(1-u)+\tfrac12\ln(1+u+u^2)
-\sqrt3\left[\arctan\frac{2u+1}{\sqrt3}-\frac{\pi}{6}\right]. \tag{11}
\]

The right side increases with \(u\) on \(0\le u<1\), so bisection finds \(u\) for a given time, and \(W=u^3\). For very small \(u\) the terms nearly cancel, and the series below is the safer form.

### First correction to the power law

Expanding (9) as \(3s+3s^4+\dots\) and integrating gives

\[
kt=\tfrac32u^2+\tfrac35u^5+\dots
\]

Let \(y=2kt/3\), so that \(y=u^2+\tfrac25u^5+\dots\). Replacing \(u^5\) by its leading value \(y^{5/2}\) gives \(u^2=y-\tfrac25y^{5/2}+\dots\). Raising this to the power \(3/2\), with \(x=y^{3/2}\), we obtain

\[
W=x\left(1-\tfrac35x+\dots\right),\qquad x=\left(\tfrac23kt\right)^{3/2}. \tag{12}
\]

Here \(x\) is the law (1), since \(\tfrac23k=2DR_f/r_s^3\). The law overestimates \(W\) by a relative amount of about \(3x/5\). The full solution places a 5% excess, relative to \(W\), at \(W=0.079\) and \(kt=0.284\).

The local exponent follows from (8):

\[
p=\frac{d\ln W}{d\ln t}=\frac{t}{W}\frac{dW}{dt}
=kt\,(1-W)W^{-2/3}. \tag{13}
\]

Inserting \(kt=\tfrac32W^{2/3}(1+\tfrac25W+\dots)\) gives \(p=\tfrac32(1-\tfrac35W+\dots)\). A fit that includes data at larger \(W\) will return an exponent below \(3/2\) even when the model holds.

### Late times

As \(u\to1\), the arctangent in (11) tends to \(\pi/3\), and \(1-W\simeq3(1-u)\). Hence \(kt\simeq-\ln(1-W)+\tfrac32\ln3-\sqrt3\,\pi/6\), or

\[
1-W\simeq3^{3/2}e^{-\sqrt3\pi/6}\,e^{-kt}.
\]

The particles now have nearly constant radius, so in Ham's equation the remaining excess solute decays exponentially at the rate \(k\). The finite-cell correction (16) below raises this rate by the factor \(1/(1-9R_f/(5r_s))\), about 6% in the worked example.

## Finite nuclei and continuing nucleation

For \(W\ll1\), equation (7) with a starting radius \(R_0\) gives

\[
R^2=R_0^2+2\Omega Dt,\qquad
W=\frac{(R_0^2+2\Omega Dt)^{3/2}}{R_f^3}. \tag{14}
\]

Define \(t_0=R_0^2/(2\Omega D)\). For \(t\ll t_0\), expansion of the power gives

\[
W-\frac{R_0^3}{R_f^3}\simeq\frac{3R_0\Omega Dt}{R_f^3}.
\]

The radius, and with it the current (6), is then still nearly that of the nucleus, so the increase is linear. For \(t\gg t_0\), \(W\) exceeds the law (1) by the factor \((1+t_0/t)^{3/2}\simeq1+3t_0/(2t)\). Numerical integration of the radius equation from a small nucleus gave exponents for the increase of 1.000 well before \(t_0\) and 1.499 well after it.

The exponent also depends on all particles starting together. If they instead appear at a constant rate from \(t=0\), with negligible depletion, the contributions add as

\[
W\propto\int_0^t(t-t')^{3/2}dt'=\tfrac25t^{5/2}.
\]

An observed exponent therefore tests the nucleation history together with the transport.

## How good is the quasi-steady current?

### Early growth of an isolated sphere

Before neighbouring depletion zones meet, the moving-boundary problem can be solved without the steady approximation. Let \(\theta=(c-c_s)/(c_0-c_s)\) depend on \(\eta=r/(2\sqrt{Dt})\), and let \(R=2\lambda\sqrt{Dt}\) with constant \(\lambda\). The time derivative is \(-\eta\theta'/(2t)\), and the diffusion term is \((\theta''+2\theta'/\eta)/(4t)\). Equating them gives

\[
\theta''+\left(\frac2\eta+2\eta\right)\theta'=0,\qquad
\theta'\propto\frac{e^{-\eta^2}}{\eta^2}.
\]

Since \(\theta\) rises from 0 at \(\eta=\lambda\) to 1 at infinity,

\[
\theta'(\lambda)=\frac{e^{-\lambda^2}}{\lambda^2I},\qquad
I=\int_\lambda^\infty\frac{e^{-s^2}}{s^2}ds
=\frac{e^{-\lambda^2}}{\lambda}-\sqrt\pi\,\mathrm{erfc}\,\lambda .
\]

The last form comes from integration by parts. The surface balance \(dR/dt=\Omega D\,\partial\theta/\partial r\) becomes \(2\lambda=\Omega\theta'(\lambda)\), so

\[
\Omega=2\lambda^3e^{\lambda^2}I
=2\lambda^2\left[1-\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erfc}\,\lambda\right]. \tag{15}
\]

For small \(\Omega\), the bracket is \(1-\sqrt\pi\lambda\) with \(\lambda\simeq\sqrt{\Omega/2}\). Thus

\[
R^2=4\lambda^2Dt\simeq2\Omega Dt\left(1+\sqrt{\pi\Omega/2}\right).
\]

The diffusion transient raises the prefactor slightly and leaves the power \(3/2\) unchanged.

### Later growth in the closed cell

Once depletion has spread through the cell, the concentration falls at nearly the same rate in most of its volume. Close to the particle the rate is different. The surface is held at \(c_s\) but advances, so at a fixed point next to it the concentration falls at the rate \((dR/dt)\,c'(R)\). By (6)–(8) this is \((1-W)/(3W)\) times the rate far away: faster for \(W<1/4\) and slower afterwards. The difference dies off as \(R/r\), so at fixed \(W\) it does not change the current at first order in \(R/r_s\); it is least negligible at small \(W\). Put \(\theta=c-c_s\) from here on, and write \(\nabla^2\theta=-q\) with uniform \(q\). With no flux at \(r_s\), one integration gives \(r^2\theta'=q(r_s^3-r^3)/3\). A second, with \(\theta(R)=0\), gives

\[
\theta=q\left[\frac{r_s^3}{3}\left(\frac1R-\frac1r\right)-\frac{r^2-R^2}{6}\right].
\]

Over a sphere of radius \(r_s\), the mean of \(1/r\) is \(3/(2r_s)\) and that of \(r^2\) is \(3r_s^2/5\). To first order in \(R/r_s\),

\[
\bar\theta=\frac{qr_s^3}{3R}\left[1-\frac{3R}{2r_s}-\frac{3R}{10r_s}\right]
=\frac{qr_s^3}{3R}\left[1-\frac{9R}{5r_s}\right].
\]

The current is \(4\pi DR^2\theta'(R)\simeq4\pi Dqr_s^3/3\), so

\[
J\simeq\frac{4\pi DR(\bar c-c_s)}{1-9R/(5r_s)}. \tag{16}
\]

It exceeds (6) because \(\bar c-c_s\) is smaller than the constant term \(qr_s^3/(3R)\) that sets the current. The \(1/r\) depletion, averaged over the whole cell, accounts for \(3/2\) of the coefficient \(9/5\), and the \(r^2\) term for the other \(3/10\).

### Comparison with the full diffusion problem

The diffusion equation with a moving surface was solved numerically in the closed cell for \(\Omega=3.30\times10^{-5}\), starting from a uniform matrix and \(R_0=0.01R_f\). The times needed to reach \(W=0.01\), 0.1, 0.5 and 0.9 were 0.990, 0.981, 0.967 and 0.956 of Ham's times. Ham's times are thus too long by about 1 to 5% here. With \(\Omega\) 27 times smaller, the ratios were 0.997, 0.994, 0.989 and 0.985. At fixed \(W\), the correction in (16) scales as \(\Omega^{1/3}\) and should shrink threefold, close to what the later ratios show.

Near \(W=0.5\), the computed current was 1.048 times (6), in agreement with (16). The mean exponent between \(W=0.002\) and 0.02 was 1.492. For comparison, (11) gives 1.493 for growth from zero size, the shortfall from 1.5 being due to depletion. Subtracting the time that belongs to the starting radius \(0.01R_f\) lowers this to 1.488. The correction to the current grows during the interval and raises the exponent again: with (16) in place of (6) it becomes 1.494, close to the computed value.

## Worked example: lithium in silicon

Take supersaturated lithium in float-zone silicon near 350 K. The inputs are rough or round values: \(D=10^{-12}\ \mathrm{cm^2/s}\), \(c_0=10^{18}\), \(c_s=10^{16}\), \(c_p=3\times10^{22}\) and \(N=10^{11}\), the last four in \(\mathrm{cm^{-3}}\). The value of \(c_p\) represents a lithium silicide. From (2),

\[
\Omega=\frac{10^{18}-10^{16}}{3\times10^{22}-10^{16}}=3.30\times10^{-5},
\]

\[
r_s=\left(\frac{3}{4\pi N}\right)^{1/3}=1337\ \mathrm{nm},\qquad
R_f=r_s\Omega^{1/3}=42.9\ \mathrm{nm}.
\]

Since \(D\) equals 100 when lengths are in nm and time is in s,

\[
k=\frac{3(100)(42.87)}{(1336.5)^3}\ \mathrm{s^{-1}}=0.0194\ \mathrm{h^{-1}}.
\]

At 4 h, \(kt=0.0776\), and the law gives \((2\times0.0776/3)^{3/2}=0.0118\). The full solution gives 0.0117, with \(R=9.7\) nm. Dividing by 1.010 converts \(W\) to the fraction of all lithium, about 1.2%.

| Time (h) | Law (1) | Full \(W\) | Local exponent |
|---:|---:|---:|---:|
| 1 | 0.0015 | 0.0015 | 1.50 |
| 4 | 0.0118 | 0.0117 | 1.49 |
| 16 | 0.094 | 0.089 | 1.42 |
| 64 | 0.75 | 0.50 | 0.97 |

The law is 5% too high at about 15 h. Half of the available lithium has precipitated at about 63 h, where the law is no longer useful.

An assumed nucleus of 2 nm gives \(t_0=0.17\) h. At 4 h it raises \(W\) from 0.0117 to 0.0124, about 6%. Thus \(t\) must exceed \(t_0\) by a large factor before the nucleus can be ignored at the level of a few per cent; (14) covers the earlier part.

## What real silicon changes

Lithium is a mobile interstitial donor in silicon and serves here as an illustration. A lithium silicide needs more room than the silicon it replaces. The example assumes that this misfit is relieved as the particles grow; otherwise the strain energy could exceed the driving force and prevent precipitation. The chosen \(D\) and concentrations are rough; \(N\) depends strongly on the material and its history. In (1), \(W\) is proportional to \(N\) at fixed \(D\) and \(\Omega\), so a tenfold error in \(N\) gives a tenfold error in early \(W\). The estimates below are for 4 h, with the other inputs held fixed.

**Internal field.** Ionized lithium drifts in the potential \(\phi\) set up by the electrons:

\[
\mathbf j=-D\left[\nabla c+c\,\nabla\!\left(\frac{e\phi}{k_BT}\right)\right].
\]

For nondegenerate electrons in equilibrium, \(n\propto e^{e\phi/k_BT}\). If all the lithium is taken as ionized, local neutrality with \(n\simeq c\) gives \(\nabla(e\phi/k_BT)=\nabla c/c\), hence \(\mathbf j=-2D\nabla c\). Doubling \(D\) raises \(W\) to 0.033, a factor of 2.8. Full ionization is only approximate here: at \(10^{18}\ \mathrm{cm^{-3}}\) and 350 K the donor level lies about \(k_BT\) below the band edge, and a tenth or more of the lithium is neutral. This is also a neutral-limit estimate: the Debye length at \(c_0\) is 4.4 nm, not very small beside \(R=9.7\) nm, and it grows where lithium is depleted. For an uncharged particle the true increase is therefore smaller than this estimate. If the measured \(D\) already includes this field, the factor must not be applied again. One unscreened attractive charge on the particle would raise the current by 22%.

**Temperature.** With a rough activation energy of 0.66 eV, a 10 K rise multiplies \(D\) by 1.84 and early \(W\) by 2.5. Changes in solubility and nucleation are not included.

**Surface effects.** For an ideal solution of neutral solute, capillarity raises the surface concentration to \(c_s\exp(\ell/R)\), with \(\ell=2\gamma/(c_pk_BT)\). For an assumed interface energy \(\gamma=0.3\ \mathrm{J/m^2}\), \(\ell=4.1\) nm, and \(W\) for the 2 nm nucleus falls from 0.0124 to 0.0122. If attachment has velocity \(D/a\), with \(a\) a hop length, equating \(D(\bar c-c_i)/R\) to \(D(c_i-c_s)/a\), where \(c_i\) is the surface concentration, multiplies the current by \(1/(1+a/R)\). For \(a\) equal to a silicon bond length, \(a/R=0.024\). A slower surface reaction would matter more.

**Smaller corrections.** The diffusion transient of an isolated sphere raises \(W\) by 1.1%, and the finite cell raises the late-stage current formula by 1.3% at this radius. These belong to different regimes and should not be added. At 4 h, \(\sqrt{Dt}=1200\) nm is comparable to \(r_s\), so the example lies between them; the time ratio 0.990 found at \(W=0.01\) in the full problem corresponds to a \(W\) about 1.5% higher. A tenfold larger \(c_s\) lowers the early precipitated volume by 13%. Oxygen at a rough \(10^{16}\ \mathrm{cm^{-3}}\) could trap at most 1% of the lithium if each oxygen atom held one lithium atom; in oxygen-rich Czochralski silicon, trapping can be important.

Strain, nonspherical particles and precipitation along dislocations have not been sized. For implementation, the uncertainties in \(N\), temperature and the meaning of the measured \(D\) deserve attention before the per-cent corrections to Ham's current. The remaining digits are in the numerical output below.

## Computed values

```
INPUTS (rough or round): Li in silicon
temperature T = 350 K; D = 1.0e-12 cm^2/s
c0 = 1.0e+18, cs = 1.0e+16, cp = 3.0e+22 cm^-3
precipitate density N = 1.0e+11 cm^-3
DERIVED
omega = 3.300e-05 (no unit)
cell radius rs = 1336.5 nm; final radius Rf = 42.87 nm
rate constant k = 0.01939 1/h
W / (fraction of all Li precipitated) = 1.0101
TIME, RADIUS, W: law, Ham full, local exponent
t =    1 h: R =   4.87 nm, law 0.00147, Ham 0.00147, exponent 1.4987
t =    4 h: R =   9.73 nm, law 0.01176, Ham 0.01168, exponent 1.4895
t =   16 h: R =  19.14 nm, law 0.09409, Ham 0.08900, exponent 1.4180
t =   64 h: R =  34.13 nm, law 0.75269, Ham 0.50481, exponent 0.9694
law 5% too high at W = 0.0786, k*t = 0.2842, t = 14.66 h
half-time (W = 0.5) = 63.37 h
first correction coefficient = 0.5994 (3/5 expected)
FULL DIFFUSION PROBLEM IN THE CELL
exponent between W = 0.002 and 0.02: 1.4920
time(full)/time(Ham) at W = 0.01, 0.1, 0.5, 0.9: 0.9899, 0.9812, 0.9674, 0.9561
same with omega 27 times smaller: 0.9972, 0.9940, 0.9892, 0.9852
solute balance error near W = 0.5: 4.6e-06
surface current / (4 pi D R mean excess): 1.0477; 1/(1-9R/5rs) = 1.0481
finite nucleus: exponent of rise, early 1.0004, later 1.4993
NEGLECTED EFFECTS AT 4 h
reference W = 0.01168, R = 9.73 nm
nucleus R0 = 2.0 nm: W = 0.01242; R0^2/(2 omega D) = 0.168 h
interface energy 0.3 J/m^2: capillary length 4.14 nm, critical radius 0.90 nm
nucleus and capillarity together: W = 0.01221
donor field, neutral limit: D factor 2.000, W = 0.03261
Debye length at c0 = 4.42 nm
one unscreened charge: Coulomb radius 4.08 nm, current factor 1.224
attachment: hop length/R = 0.0242
diffusion transient, isolated sphere: W factor 1.0109
finite cell: current factor 1.0133
oxygen 1e+16 cm^-3: largest trapped Li share 0.010
cs ten times larger: early precipitated volume factor 0.867
10 K warmer, E = 0.66 eV: D factor 1.836, early W factor 2.489
```
